Mobility of One Isotropic Subband from the Relaxation-Time Boltzmann Equation

Electrons in a transistor channel or quantum well move freely in a plane, while their motion across it is quantized into subbands. Consider one occupied subband. Its energy E(k) is measured from the subband bottom, depends only on k = |**k**|, and rises steadily with k. Its degeneracy g counts spin and valleys. The velocity is **v** = (1/ħ)∇_k E, with magnitude v = (1/ħ)dE/dk.

A weak, uniform, static field **F** lies in the plane. The electron charge is −e with e > 0, and the mobility μ > 0 is defined by **v**_drift = −μ**F**. There is no magnetic field or temperature gradient. In equilibrium the occupation is

f₀(E) = 1/[1 + e^((E−ζ)/kT)],

where ζ is the chemical potential. In the product kT, k is Boltzmann's constant; elsewhere it is the wave number. A prime on a function of E means d/dE.

**(a) Scattering is elastic, with a rate W(θ)dθ for turning the wave vector by an angle θ. W is even in θ and equal for a process and its reverse. At what rate does a disturbance a(E)cos φ of the occupation decay?**

Here φ is the direction of **k**. Scattering into a state requires that state to be empty, so with f = f(φ) and f′ = f(φ+θ),

(∂f/∂t)_coll = ∫W(θ)[f′(1−f) − f(1−f′)]dθ = ∫W(θ)(f′−f)dθ.

The products ff′ cancel because the two directions have equal rates. Insert f = f₀(E) + a(E)cos φ. The isotropic part f₀ drops out, since both states have the same energy. For the rest use

cos(φ+θ) = cos φ cos θ − sin φ sin θ.

The term with sin θ integrates to zero because W is even. What remains is

(∂f/∂t)_coll = −a cos φ ∫W(θ)(1−cos θ)dθ.

The disturbance therefore keeps its shape and decays at the rate

1/τ(E) = ∫W(θ)(1−cos θ)dθ.   (1)

This τ is the momentum relaxation time. Small-angle collisions count little in it because they hardly change the direction of motion. For W proportional to exp(2 cos θ), which favours small angles, the total collision rate is 3.309 times the momentum relaxation rate.

If scattering changes the energy, the disturbances at different energies are in general coupled, and the argument no longer supplies a τ(E) that is independent of the disturbance. Using one is then an approximation. An exception is scattering that sends electrons equally into all directions: what arrives from a small cos φ disturbance at other energies averages to zero. Two terms remain, both proportional to the local disturbance: the change in scattering out of the state, and the change in scattering into it, because the disturbance alters how far the state is blocked. By detailed balance, their sum gives a rate 1/τ(E) equal to the equilibrium rate of scattering out into empty states divided by 1−f₀(E), which is twice that rate at E = ζ. From here on τ(E) is taken as given.

**(b) Find the steady occupation to first order in the field, and state when first order suffices.**

The force −e**F** gives d**k**/dt = −e**F**/ħ. In the steady state, drift through k space balances relaxation:

−(e/ħ)**F**·∇_k f = −(f−f₀)/τ.   (2)

Multiplying by −τ and rearranging gives

f = f₀ + (eτ/ħ)**F**·∇_k f.

The second term already contains one factor of F, so to first order f may be replaced there by f₀. Since ∇_k f₀ = f₀′∇_k E = ħ**v**f₀′,

f₁ = eτ **F**·**v** f₀′.   (3)

Because f₀′ < 0, states moving along **F** lose electrons and states moving against **F** gain them, as expected for negative charge. Also f₁ is odd in **k**, so it leaves the density unchanged.

To judge its size, use −f₀′ = f₀(1−f₀)/kT, which follows by differentiating f₀. Then

|f₁| ≤ (eFvτ/kT) f₀(1−f₀).

The first condition is thus eFvτ ≪ kT: the energy gained in one relaxation time must be small compared with kT. The next iteration also differentiates τ and **v**, so its contribution stays small if these change little over the wave-vector shift eFτ/ħ. Both conditions concern the states that carry the current. They justify linearizing (2), but are not always necessary: for constant τ and a parabolic band, (2) gives the same mobility at any field.

Equation (2) also assumes that the isotropic part of f relaxes to f₀. Elastic collisions cannot ensure this, because they remove no energy. Some inelastic process must carry off the average power eμF² gained by each electron, fast enough to keep the electron temperature close to T.

Reversing **F** in (2) turns the solution f(**k**) into f(−**k**), which reverses the drift velocity. The drift velocity is thus odd in F, and a power series for the mobility contains only even powers of F. If such a series exists, as for a smooth band and a smooth τ(E), the first correction is proportional to F² unless its coefficient vanishes. A τ that diverges at the band bottom can spoil the series: for a parabolic band and τ ∝ E^r with −1 < r < −1/3, the F² coefficient diverges at small k, and the correction grows as a lower power of |F|, tending to |F|^(3/2) for r = −1/2. A numerical solution of (2) without linearization tests this for a nonparabolic band with energy-dependent τ. Only the power of F is of interest here, not the size of the correction: at order F², equation (2) with τ(E) no longer conserves the density exactly, and it does not describe heating properly. For fields F, 2F and 4F the expected ratio is

[μ(4F)−μ(2F)]/[μ(2F)−μ(F)] = (16−4)/(4−1) = 4,

and the computed ratio is 4.000.

**(c) Calculate the current and write the mobility as an integral over energy.**

The current per unit width is

**j** = −e g∫d²k/(2π)² **v** f.

The part with f₀ vanishes, because **v** is odd and f₀ even in **k**. Take **F** along x and insert (3):

j_x = e²F g∫d²k/(2π)² v_x² τ(−f₀′).

The two minus signs, one from the charge and one from f₀′, have combined to a positive current.

Write d²k = k dk dφ and v_x = v cos φ. The angular integral of cos²φ is π, that is, 2π times one half. Since dE = ħv dk, the remaining factors are

g·2πk dk/(2π)² = [gk/(2πħv)]dE = D(E)dE,

where D(E) = gk/(2πħv) is the density of states per unit area. Hence

j_x = e²F∫D(v²/2)τ(−f₀′)dE,

with the integral running upward from E = 0. The drift velocity satisfies j_x = −en v_drift = enμF. Dividing by enF gives

μ = (e/n)∫D(v²/2)τ(−f₀′)dE,  n = ∫D f₀ dE.   (4)

This is the Kubo-Greenwood form of the mobility: the conductivity enμ is an energy-resolved conductivity e²Φ(E), with

Φ(E) = D(E)v²(E)τ(E)/2,

integrated over energy with the weight −f₀′. The derivation is semiclassical. It leaves out interference between scattering paths and the broadening of levels by collisions. It also uses isotropy twice, in the angular average and in having one circle of states at each energy.

The unlinearized solution of (2) on a two-dimensional k grid tests (4) for a nonparabolic band with energy-dependent τ. In scaled units the grid gives 1.29202 and the integral 1.29201.

**(d) For a parabolic band, E = ħ²k²/(2m), evaluate the mobility for constant τ, for τ = τ₀(E/kT)^r with r > −1, and for τ = τ₀(1+E/E₁). Find the nondegenerate limits.**

Now v = ħk/m, so k/v = m/ħ and the density of states is a constant, D₀ = gm/(2πħ²). Also v²/2 = E/m. Equation (4) becomes

μ = (e/m)∫Eτ(−f₀′)dE / ∫f₀ dE.   (5)

For constant τ, integrate the numerator by parts:

∫E(−f₀′)dE = [−E f₀] + ∫f₀ dE = ∫f₀ dE.

The boundary term vanishes at E = 0 and at high energy. Thus μ = eτ/m at every temperature and density. This also shows that E(−f₀′), divided by ∫f₀ dE, is a normalized weight. The mobility is e/m times the average of τ with this weight, not with the occupation f₀.

For the power law set x = E/kT and η = ζ/kT, and define the normalized Fermi integrals

F_j(η) = [1/Γ(j+1)]∫x^j/(1+e^(x−η)) dx, from 0 to ∞.

With f₀ regarded as a function of x, integration by parts gives

∫x^(r+1)(−df₀/dx)dx = (r+1)∫x^r f₀ dx = (r+1)Γ(r+1)F_r = Γ(r+2)F_r.

The boundary term at x = 0 vanishes because r > −1. The denominator of (5), divided by kT, is F₀ = ln(1+e^η), since −ln(1+e^(η−x)) is an antiderivative of f₀. Therefore

μ = (eτ₀/m)Γ(r+2)F_r(η)/F₀(η).

In the nondegenerate limit, η → −∞, the occupation becomes e^(η−x). Each F_j then tends to e^η, and μ → (eτ₀/m)Γ(r+2).

The linear law is a constant plus a term τ₀(kT/E₁)x, which is the case r = 1 with a changed prefactor. As Γ(3) = 2,

μ = (eτ₀/m)[1 + 2kT F₁/(E₁F₀)].   (6)

Its nondegenerate limit is (eτ₀/m)(1+2kT/E₁). The energy averaged with the transport weight is 2kT F₁/F₀, whereas averaged over the occupation it is ∫E f₀ dE/∫f₀ dE = kT F₁/F₀, half as much. In a parabolic band, a plain average of τ over the electrons would therefore underestimate the mobility whenever τ rises linearly with energy.

**(e) Return to a general isotropic band. What is the mobility when T → 0 at fixed density? Do all electrons carry the current, or those at the Fermi level?**

Take the weak-field limit first, as in (4), and then let T → 0. Now f₀ becomes a step at the Fermi energy E_F, and −f₀′ becomes a peak of unit area there. The integral in (4) tends to Φ(E_F). The density counts the states inside a circle of radius k_F:

n = gπk_F²/(2π)² = gk_F²/(4π).

Hence

Φ(E_F)/n = [gk_F/(2πħv_F)](v_F²τ/2)·4π/(gk_F²) = v_Fτ/(ħk_F).

With the mass m_c = ħk_F/v_F,

μ → eτ(E_F)/m_c.   (7)

The degeneracy has cancelled. The mass is the ratio of momentum to velocity at the Fermi circle, not the inverse curvature of the band. For a parabolic band m_c = m.

The form with −f₀′ counts changes of occupation, which lie near the Fermi circle. The same integral can be written differently. Before the angular average, the mobility is

μ = −(eg/nħ)∫d²k/(2π)² v_xτ ∂f₀/∂k_x,

and integration by parts in k_x gives

μ = (eg/nħ)∫d²k/(2π)² f₀ ∂(v_xτ)/∂k_x.

Here all occupied states contribute. For constant τ, (3) is the first-order change when the whole distribution is displaced by −eτ**F**/ħ. Displacing a filled disc changes the occupation at its rim and nowhere else, so the two descriptions agree. If τ varies with energy, the displacement of the rim is set by τ(E_F), whatever τ is deep inside the disc.

**(f) Find the first thermal correction to the degenerate mobility at fixed density, with τ(E) itself independent of temperature.**

Expand Φ about ζ. The function −f₀′ is even about ζ, so the linear term vanishes. For the quadratic term set y = (E−ζ)/kT. Extending the lower limit to −∞ costs an exponentially small error when ζ ≫ kT. Then

∫y² e^y/(1+e^y)² dy = 2∫₀^∞ y² e^y/(1+e^y)² dy = 4∫₀^∞ y/(e^y+1)dy.

The last step is an integration by parts. Expanding 1/(e^y+1) in powers of e^(−y) gives ∫₀^∞ y/(e^y+1)dy = 1 − 1/4 + 1/9 − … = π²/12, so the result is π²/3. With the factor 1/2 of the Taylor series,

∫Φ(−f₀′)dE ≈ Φ(ζ) + (π²/6)(kT)²Φ″(ζ).   (8)

The chemical potential also moves. Let N(E) be the integral of D from 0 to E. By parts, n = ∫D f₀ dE = ∫N(−f₀′)dE, so (8) applies with N in place of Φ and N″ = D′. Since n = N(E_F), to order (kT)²

0 = D(E_F)(ζ−E_F) + (π²/6)(kT)²D′(E_F),

ζ − E_F = −(π²/6)(kT)²D′/D.

Using this shift in Φ(ζ) ≈ Φ(E_F) + Φ′(ζ−E_F) gives

μ ≈ (e/n)[Φ + (π²/6)(kT)²(Φ″ − Φ′D′/D)], all at E_F.   (9)

The next terms are of order (kT)⁴. In a test with a nonparabolic band and E_F = 1, the coefficient of (kT)² in μ(T)/μ(0) is 0.6415 from the full integral at small kT and 0.6412 from (9).

For a parabolic band D′ = 0, n = D₀E_F and Φ = D₀Eτ/m, so

μ ≈ (e/m)[τ + (π²/6)(kT)²(Eτ)″/E_F], at E_F.

A power law τ ∝ E^r gives the relative correction (π²/6)r(r+1)(kT/E_F)². It is positive for r > 0, zero for r = 0 and negative for −1 < r < 0. For the linear law (Eτ)″ = 2τ₀/E₁, and

μ ≈ (e/m)[τ(E_F) + (π²/3)τ₀(kT)²/(E₁E_F)].   (10)

The parabolic chemical potential follows without expansion from E_F = n/D₀ = kT ln(1+e^η):

ζ = kT ln(e^(E_F/kT)−1) = E_F + kT ln(1−e^(−E_F/kT)).

Its shift is exponentially small when E_F ≫ kT.

**(g) Take a parabolic band with m = 0.1 mₑ, g = 2, T = 300 K, τ₀ = 0.1 ps and E₁ = 50 meV in the linear law. Find the mobility at n = 10¹¹, 10¹² and 10¹³ cm⁻², and judge the two limits.**

These are round model parameters, and the linear τ(E) is assumed, not derived from a scattering mechanism. In a real layer at 300 K, inelastic phonon scattering can make a single τ(E) a rough approximation. A single occupied subband is also a restriction: at the highest density the second subband must lie well above the Fermi energy of 239 meV. In an infinitely deep well with this mass, that requires a width of about 6 nm or less. The same τ(E) is used at all three densities, so any change of the scattering with density, for instance through screening, is left out.

The constants needed are kT = 25.85 meV, D₀ = 4.177×10¹³ eV⁻¹ cm⁻² and eτ₀/m = 1759 cm²/(V s). The nondegenerate limit is

1759 × (1 + 2×25.85/50) = 3578 cm²/(V s).

At 10¹¹ cm⁻², E_F = 2.39 meV and η = −2.333. With F₀ = 0.0926 and F₁ = 0.0948, equation (6) gives

μ ≈ 1759 × [1 + 2×25.85×0.0948/(50×0.0926)] ≈ 3620 cm²/(V s).

This is 1.2% above the nondegenerate limit. The degenerate formula eτ(E_F)/m gives 1843 cm²/(V s), about half the full value: it assigns the electrons an energy of 2.39 meV, while the transport-weighted energy is close to 2kT.

At 10¹² cm⁻², E_F = 23.94 meV, close to kT. The full mobility is 4042 cm²/(V s). The nondegenerate limit is 11% below it and the degenerate formula, 2601 cm²/(V s), is 36% below it. Neither limit replaces the integral here.

At 10¹³ cm⁻²,

E_F = 10¹³/(4.177×10¹³) eV = 239.4 meV,

τ(E_F) = 0.1 × (1 + 239.39/50) = 0.5788 ps.

The degenerate formula gives 10180 cm²/(V s), 3.1% below the full value of 10503 cm²/(V s). The correction in (10) is

1759 × (π²/3) × 25.85²/(50×239.39) ≈ 323 cm²/(V s),

which brings the estimate to 10503 cm²/(V s). The plain average of τ over the occupation would give 6131 cm²/(V s), 42% below the full value.

At this density 95.6% of the mobility integral comes from energies within 4kT of ζ, an interval that holds 43.2% of the electrons. These shares refer to the form with −f₀′. As part (e) showed, the other form of the integral distributes the same current over all occupied states.

The weak-field condition can be checked for F = 10 V/cm. With v_F = 9.177×10⁵ m/s,

eFv_Fτ = 0.531 meV,

about 2% of kT. The relative wave-vector shift is eFτ/(ħk_F) = eFv_Fτ/(2E_F) ≈ 0.001, because ħk_Fv_F = 2E_F in a parabolic band. Both conditions for linearizing (2) are thus met at the Fermi level. The power eμF² is about 1 μeV per picosecond for each electron, so heating is also negligible if energy relaxation takes only picoseconds.

**(h) Keep n = 10¹³ cm⁻² and the same τ(E), but let the band obey E(1+αE) = ħ²k²/(2m) with α = 1 eV⁻¹. How does the mobility change?**

Differentiating the dispersion with respect to k gives

(1+2αE)ħv = ħ²k/m,

so ħk/v = m(1+2αE). This is m_c as a function of energy, and D = D₀(1+2αE).

The density fixes k_F, so E_F(1+αE_F) equals the former Fermi energy, 0.23939 eV. The positive root is

E_F = [√(1+4×0.23939) − 1]/2 eV = 199.56 meV.

Hence m_c/m = 1 + 2×0.19956 = 1.3991 and τ(E_F) = 0.1×(1+199.56/50) = 0.4991 ps. The degenerate mobility is

eτ(E_F)/m_c = 6274 cm²/(V s),

compared with 10180 cm²/(V s) for the parabolic band. Two factors produce the reduction: the larger mass contributes 1/1.3991 = 0.715, and the shorter τ at the lower Fermi energy contributes 0.4991/0.5788 = 0.862.

For the thermal correction let u = 1+2αE and S = E(1+αE)/u = (u−1/u)/(4α). Then

Φ = (D₀τ₀/m)S(1+E/E₁),  S′ = (1+u⁻²)/2,  S″ = −2α/u³.

At E_F, with energies in eV, S = 0.1711, S′ = 0.7554 and S″ = −0.7303. The factor 1+E/E₁ is 4.991 and its slope is 20. Dropping the common prefactor of Φ,

Φ = 0.1711×4.991 = 0.854,

Φ′ = 0.7554×4.991 + 0.1711×20 = 7.19,

Φ″ = −0.7303×4.991 + 2×0.7554×20 = 26.57.

With D′/D = 2/1.3991 = 1.429, the relative correction in (9) is

(π²/6)(0.02585)²(26.57 − 7.19×1.429)/0.854 ≈ 0.021.

The corrected mobility is 6406 cm²/(V s), against 6407 cm²/(V s) from the full integral. Unlike in the parabolic case, the chemical potential moves visibly, from 199.56 meV at T = 0 to 197.98 meV at 300 K, because the density of states now rises with energy. A single occupied subband is again assumed. If the motion across the well is nonparabolic too, the second subband lies closer, and keeping it empty can require a narrower well than in part (g).

The values for all cases are collected in the numerical output.

Calculated quantities

```
Inputs: m = 0.1 m_e, g = 2, T = 300 K
Inputs: tau0 = 0.1 ps, E1 = 50 meV
kT = 25.85 meV
Density of states D = 4.177e+13 1/(eV cm^2)
D kT = 1.080e+12 cm^-2
e tau0/m = 1759 cm^2/(V s)
Nondegenerate-limit mobility = 3578 cm^2/(V s)
n = 1e+11 cm^-2: E_F = 2.39 meV, zeta = -60.31 meV, eta = -2.333
  F0 = 0.0926, F1 = 0.0948, m mu/e = 0.2058 ps
  mobility, full integral = 3620 cm^2/(V s)
  e tau(E_F)/m = 1843 cm^2/(V s)
  wrong plain average of tau = 2689 cm^2/(V s)
n = 1e+12 cm^-2: E_F = 23.94 meV, zeta = 10.90 meV, eta = 0.422
  F0 = 0.9260, F1 = 1.1622, m mu/e = 0.2298 ps
  mobility, full integral = 4042 cm^2/(V s)
  e tau(E_F)/m = 2601 cm^2/(V s)
  wrong plain average of tau = 2900 cm^2/(V s)
n = 1e+13 cm^-2: E_F = 239.39 meV, zeta = 239.39 meV, eta = 9.260
  F0 = 9.2600, F1 = 44.5173, m mu/e = 0.5971 ps
  mobility, full integral = 10503 cm^2/(V s)
  e tau(E_F)/m = 10180 cm^2/(V s)
  wrong plain average of tau = 6131 cm^2/(V s)
At n = 1e+13 cm^-2, parabolic band:
  tau(E_F) = 0.5788 ps, v_F = 9.177e+05 m/s
  with thermal correction = 10503 cm^2/(V s)
  integral share within 4 kT of zeta = 95.6 %
  electron share within 4 kT of zeta = 43.2 %
  e F v_F tau at 10 V/cm = 0.531 meV
Same density, nonparabolic band, alpha = 1.0 1/eV:
  E_F = 199.56 meV, zeta = 197.98 meV
  m_c/m = 1.3991, tau(E_F) = 0.4991 ps
  mobility, full integral = 6407 cm^2/(V s)
  e tau(E_F)/m_c = 6274 cm^2/(V s)
  with thermal correction = 6406 cm^2/(V s)
Checks in scaled units (dimensionless):
  mobility: k grid 1.29202, integral 1.29201
  ratio of successive field corrections = 4.000
  thermal coefficient: numeric 0.6415, formula 0.6412
  angular kernel exp(2 cos theta): total rate/momentum rate = 3.309
```
